# Tunnelling through a van der Waals gap as a rectangular barrier: verification in Python

```python
"""
Transmission through a van der Waals gap modelled as a rectangular barrier.

Result under test:
  T = 4 v1 v3 / [(v1+v3)^2 + (u^2+v1^2)(u^2+v3^2) sinh^2(kappa d)/u^2]
  T ~ P exp(-2 kappa d),  P = 16 v1 v3 u^2/[(u^2+v1^2)(u^2+v3^2)]
Symbols: d barrier width, phi barrier height above the electron energy,
  kpar conserved in-plane wavevector, m0 free-electron mass in the gap,
  kappa = sqrt(2 m0 phi/hbar^2 + kpar^2), u = hbar kappa/m0,
  v1, v3 normal group velocities in the metal and the semiconductor.
The reference transmission comes from integrating the Schroedinger equation
through the gap, with psi and psi'/mass continuous at both faces. SI units.
"""
import numpy as np
import sympy as sp
from scipy.constants import hbar, m_e, e
from scipy.integrate import solve_ivp, quad

nm = 1e-9


def decay_constant(phi, kpar=0.0):
    return np.sqrt(2 * m_e * phi / hbar**2 + kpar**2)


def exact_formula(d, phi, v1, v3, kpar=0.0):
    kappa = decay_constant(phi, kpar)
    u = hbar * kappa / m_e
    barrier_term = (u*u + v1*v1) * (u*u + v3*v3) * np.sinh(kappa*d)**2 / u**2
    return 4 * v1 * v3 / ((v1 + v3)**2 + barrier_term)


def prefactor(phi, v1, v3, kpar=0.0):
    u = hbar * decay_constant(phi, kpar) / m_e
    return 16 * v1 * v3 * u*u / ((u*u + v1*v1) * (u*u + v3*v3))


def exponential_law(d, phi, v1, v3, kpar=0.0):
    return prefactor(phi, v1, v3, kpar) * np.exp(-2*decay_constant(phi, kpar)*d)


def integrated(d, phi, v1, v3, kpar=0.0, tilt=0.0):
    """Start from a pure outgoing wave and integrate back to the metal."""
    def rhs(s, y):  # s = z/d, y = (psi, dpsi/ds)
        height = phi + tilt * (s - 0.5)
        return [y[1], d*d * (2*m_e*height/hbar**2 + kpar**2) * y[0]]
    start = np.array([1.0 + 0j, 1j * m_e * v3 * d / hbar])
    sol = solve_ivp(rhs, (1.0, 0.0), start, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    psi, slope = sol.y[0, -1], sol.y[1, -1] / d
    scaled_slope = hbar * slope / (1j * m_e * v1)
    incident, reflected = (psi + scaled_slope)/2, (psi - scaled_slope)/2
    trans = v3 / (v1 * abs(incident)**2)
    refl = abs(reflected / incident)**2
    assert abs(trans + refl - 1) < 1e-8  # flux conservation
    return trans


# Gap wave equation: solve for the decay constant with in-plane momentum.
x, z = sp.symbols("x z", real=True)
k_s, kap_s, phi_s, m_s, h_s = sp.symbols("k kappa phi m hbar", positive=True)
wave = sp.exp(sp.I*k_s*x - kap_s*z)
residual = sp.simplify((-h_s**2/(2*m_s)*(sp.diff(wave, x, 2)
                        + sp.diff(wave, z, 2)) + phi_s*wave)/wave)
square = sp.Symbol("square", positive=True)
root = sp.solve(sp.expand(residual).subs(kap_s**2, square), square)[0]
root_value = float(root.subs({k_s: 5e9, phi_s: 4.5*e, m_s: m_e, h_s: hbar}))
assert np.isclose(np.sqrt(root_value), decay_constant(4.5*e, 5e9), rtol=1e-10)

# Exact formula, interference form and rigorous bounds on varied barriers.
rng = np.random.default_rng(4)
largest_error = 0.0
for _ in range(40):
    dd = rng.uniform(0.05, 0.6) * nm
    pp = rng.uniform(1.0, 7.0) * e
    va, vb = 10**rng.uniform(5.0, 6.4, 2)
    kp = rng.uniform(0.0, 6e9)
    reference = integrated(dd, pp, va, vb, kp)
    error = abs(exact_formula(dd, pp, va, vb, kp)/reference - 1)
    largest_error = max(largest_error, error)
    kap = decay_constant(pp, kp)
    uu, qq = hbar*kap/m_e, np.exp(-2*kap*dd)
    ratio = exponential_law(dd, pp, va, vb, kp) / reference
    angle = 2*(np.arctan(va/uu) + np.arctan(vb/uu))
    assert abs(ratio - (1 - 2*qq*np.cos(angle) + qq*qq)) < 1e-7
    assert (1-qq)**2 - 1e-7 <= ratio <= (1+qq)**2 + 1e-7
    assert prefactor(pp, va, vb, kp) <= 4 + 1e-12
assert largest_error < 1e-7

# Worked example.
phi, d = 4.5*e, 0.30*nm
kinetic1, kinetic3, mass1, mass3 = 5.0*e, 0.2*e, m_e, 0.5*m_e
v1, v3 = np.sqrt(2*kinetic1/mass1), np.sqrt(2*kinetic3/mass3)
kappa = decay_constant(phi)
u, q = hbar*kappa/m_e, np.exp(-2*kappa*d)
T_ref = integrated(d, phi, v1, v3)

# Thickness slope and thickness per decade, from integrated transmissions.
step = 1e-3 * d
slope_d = (np.log(integrated(d+step, phi, v1, v3))
           - np.log(integrated(d-step, phi, v1, v3))) / (2*step)
assert abs(slope_d/(-2*kappa) - 1) <= 2*q/(1-q) + 1e-6
decade = np.log(10) / (2*kappa)
decade_ratio = T_ref / integrated(d+decade, phi, v1, v3)
assert abs(decade_ratio/10 - 1) < 4*q


# Barrier slope at fixed electrode velocities.
def barrier_slope(width):
    h = 0.01*e
    return (np.log(integrated(width, phi+h, v1, v3))
            - np.log(integrated(width, phi-h, v1, v3))) / (2*h)


slope_prefactor = sum((v*v-u*u)/(v*v+u*u) for v in (v1, v3)) / (2*phi)
slope_exponent = -kappa*d/phi
thick = 0.6*nm  # here corrections of order exp(-2 kappa d) are negligible
assert np.isclose(barrier_slope(thick), -kappa*thick/phi + slope_prefactor,
                  rtol=1e-4)
slope_phi = barrier_slope(d)
assert abs(slope_prefactor/slope_exponent) <= 1/(kappa*d)

# In-plane momentum at fixed normal velocities.
kpar = 5e9
kappa_par = decay_constant(phi, kpar)
factor_exponent = np.exp(-2*d*(kappa_par-kappa))
factor_prefactor = prefactor(phi, v1, v3, kpar)/prefactor(phi, v1, v3)
factor_total = integrated(d, phi, v1, v3, kpar)/T_ref
assert abs(factor_total/(factor_exponent*factor_prefactor) - 1) < 4*q

# Tilted barrier with the same mean height.
tilt = 1.0*e
mean_root = quad(lambda s: np.sqrt(1 + tilt/phi*(s-0.5)), 0, 1)[0]
assert abs((1-mean_root) - tilt**2/(96*phi**2)) < 1e-5
T_tilt = integrated(d, phi, v1, v3, tilt=tilt)
assert abs(T_tilt/T_ref - 1) < 0.1  # end heights alter the prefactor

print(f"barrier height phi = {phi/e:.2f} eV")
print(f"gap width d = {d/nm:.2f} nm")
print(f"metal normal kinetic energy = {kinetic1/e:.2f} eV")
print(f"metal mass = {mass1/m_e:.2f} m0")
print(f"semiconductor normal kinetic energy = {kinetic3/e:.2f} eV")
print(f"semiconductor mass = {mass3/m_e:.2f} m0")
print(f"metal velocity v1 = {v1:.4e} m/s")
print(f"semiconductor velocity v3 = {v3:.4e} m/s")
print(f"gap velocity scale u = {u:.4e} m/s")
print(f"decay constant kappa = {kappa:.4e} 1/m")
print(f"kappa d = {kappa*d:.4f} (dimensionless)")
print(f"q = exp(-2 kappa d) = {q:.4e} (dimensionless)")
print(f"prefactor P = {prefactor(phi, v1, v3):.4f} (dimensionless)")
print(f"T exact formula = {exact_formula(d, phi, v1, v3):.5e}")
print(f"T integrated = {T_ref:.5e}")
print(f"T exponential law = {exponential_law(d, phi, v1, v3):.5e}")
print(f"largest relative formula error, 40 barriers = {largest_error:.1e}")
coefficient = 2*np.sqrt(2*m_e*e)/hbar*nm
print(f"2 sqrt(2 m0)/hbar = {coefficient:.3f} 1/(nm sqrt(eV))")
print(f"thickness slope, integrated = {slope_d*nm:.4f} 1/nm")
print(f"thickness slope, -2 kappa = {-2*kappa*nm:.4f} 1/nm")
print(f"thickness per decade = {decade/nm:.4f} nm")
print(f"T ratio over that thickness = {decade_ratio:.4f}")
print(f"barrier slope, integrated = {slope_phi*e:.4f} 1/eV")
print(f"barrier slope, exponent part = {slope_exponent*e:.4f} 1/eV")
print(f"barrier slope, prefactor part = {slope_prefactor*e:.4f} 1/eV")
print("width in nm | T integrated | T exponential | exponential/integrated")
for width in (0.05, 0.10, 0.20, 0.30, 0.40, 0.50):
    a = integrated(width*nm, phi, v1, v3)
    b = exponential_law(width*nm, phi, v1, v3)
    print(f"{width:.2f} | {a:.4e} | {b:.4e} | {b/a:.5f}")
print("height in eV | T integrated | P | exp(-2 kappa d), d = 0.30 nm")
for height in (3.5, 4.5, 5.5):
    a = integrated(d, height*e, v1, v3)
    b = prefactor(height*e, v1, v3)
    c = np.exp(-2*decay_constant(height*e)*d)
    print(f"{height:.1f} | {a:.4e} | {b:.4f} | {c:.4e}")
print(f"in-plane wavevector = {kpar*nm:.2f} 1/nm")
print(f"kappa with in-plane wavevector = {kappa_par:.4e} 1/m")
print(f"in-plane factor from exponent = {factor_exponent:.4f}")
print(f"in-plane factor from prefactor = {factor_prefactor:.4f}")
print(f"in-plane factor, integrated = {factor_total:.4f}")
print(f"tilted barrier: left height = {(phi-tilt/2)/e:.2f} eV")
print(f"tilted barrier: right height = {(phi+tilt/2)/e:.2f} eV")
print(f"relative drop of mean root height = {1-mean_root:.3e}")
print(f"T tilted, integrated = {T_tilt:.4e}")
print(f"T tilted / T rectangular = {T_tilt/T_ref:.4f}")
print("all tests passed")
```

Output:

```
barrier height phi = 4.50 eV
gap width d = 0.30 nm
metal normal kinetic energy = 5.00 eV
metal mass = 1.00 m0
semiconductor normal kinetic energy = 0.20 eV
semiconductor mass = 0.50 m0
metal velocity v1 = 1.3262e+06 m/s
semiconductor velocity v3 = 3.7511e+05 m/s
gap velocity scale u = 1.2581e+06 m/s
decay constant kappa = 1.0868e+10 1/m
kappa d = 3.2604 (dimensionless)
q = exp(-2 kappa d) = 1.4726e-03 (dimensionless)
prefactor P = 2.1874 (dimensionless)
T exact formula = 3.21555e-03
T integrated = 3.21555e-03
T exponential law = 3.22116e-03
largest relative formula error, 40 barriers = 1.2e-11
2 sqrt(2 m0)/hbar = 10.246 1/(nm sqrt(eV))
thickness slope, integrated = -21.6979 1/nm
thickness slope, -2 kappa = -21.7358 1/nm
thickness per decade = 0.1059 nm
T ratio over that thickness = 9.9843
barrier slope, integrated = -0.8100 1/eV
barrier slope, exponent part = -0.7245 1/eV
barrier slope, prefactor part = -0.0871 1/eV
width in nm | T integrated | T exponential | exponential/integrated
0.05 | 4.8784e-01 | 7.3781e-01 | 1.51238
0.10 | 2.1689e-01 | 2.4886e-01 | 1.14739
0.20 | 2.7882e-02 | 2.8313e-02 | 1.01546
0.30 | 3.2156e-03 | 3.2212e-03 | 1.00174
0.40 | 3.6640e-04 | 3.6647e-04 | 1.00020
0.50 | 4.1693e-05 | 4.1693e-05 | 1.00002
height in eV | T integrated | P | exp(-2 kappa d), d = 0.30 nm
3.5 | 7.5625e-03 | 2.3890 | 3.1804e-03
4.5 | 3.2156e-03 | 2.1874 | 1.4726e-03
5.5 | 1.4855e-03 | 2.0089 | 7.3994e-04
in-plane wavevector = 5.00 1/nm
kappa with in-plane wavevector = 1.1963e+10 1/m
in-plane factor from exponent = 0.5184
in-plane factor from prefactor = 0.9220
in-plane factor, integrated = 0.4785
tilted barrier: left height = 4.00 eV
tilted barrier: right height = 5.00 eV
relative drop of mean root height = 5.156e-04
T tilted, integrated = 3.1149e-03
T tilted / T rectangular = 0.9687
all tests passed
```
